How large clusters grow before a one-percent slurry fills space

A thousand spheres of 50 nm radius, melted into one drop, would make a ball of 0.5 μm radius. Joined instead into a loose cluster of fractal dimension 1.8, the same thousand spheres spread, by the simplest scaling estimate, through a ball of about 2.3 μm radius, whose volume is a hundred times that of the solid in it. On this estimate, a slurry with one percent of solids by volume has no free liquid left between its clusters when each holds about a thousand particles. Why does so little solid suffice, and how far can the figure of 2.3 μm be trusted?

**The estimate on the back of an envelope**

Let a be the radius of a primary particle, R the radius of a cluster and N the number of particles in it. A fractal cluster obeys a power law,

N ≈ (R/a)^D,

with D the fractal dimension. The solid volume in the cluster is N times that of one particle, and the ball that it occupies has (R/a)³ times the volume of one particle. The solid fraction inside the cluster is therefore

φ_in = N/(R/a)³ ≈ (R/a)^(D−3).

Because D is less than 3, a growing cluster becomes more dilute. The slurry as a whole has the fixed solid volume fraction φ. The estimate takes the growth of separate clusters to end when the clusters are as dilute as the slurry, φ_in = φ, for then they need all the available volume:

(R/a)^(D−3) = φ.

Raising both sides to the power −1/(3−D) gives

R_c = a φ^(−1/(3−D)).

For D = 1.8 the exponent is 1/1.2 = 0.833, so

R_c/a = 100^0.833 = 46.4,
R_c = 46.4 × 50 nm = 2.3 μm.

The particle number follows from N = (R_c/a)^D:

N_c = φ^(−D/(3−D)) = 100^1.5 = 1000.

"One percent solids" has been read as percent by volume. The other reading, by weight, gives a different answer for a dense solid and is treated below.

**What the estimate assumes**

"Destabilised" means here that the electric repulsion between particles has been removed, by added salt or by a pH at which the surfaces carry little net charge, so that every contact is permanent. The clusters are rigid and do not restructure. They meet by Brownian motion in a liquid at rest, and gravity is left out at first. All clusters present at one time are taken to have the same size.

The envelope argument also hides three choices. It sets the prefactor of the power law to one, it does not say what the radius of a ragged object is, and it lets balls fill space without gaps. The derivation below makes each choice explicit.

**The controlled derivation**

Write the power law with its prefactor k:

N = k (R/a)^D.

The slurry starts with n₀ particles per unit volume. Each has volume 4πa³/3, and together they make up the fraction φ, so

n₀ = 3φ/(4πa³).

When every cluster holds N particles, conservation of particles leaves n₀/N clusters per unit volume. The fraction f of the slurry covered by their balls is

f = (n₀/N)(4πR³/3) = φ (R/a)³/N = (φ/k)(R/a)^(3−D).

The second form follows by inserting n₀, the third by inserting N. The covered fraction grows with R, since 3−D is positive. Suppose that separate balls can cover at most a fraction f*. Setting f = f* and solving for R gives

R_c = a (f* k/φ)^(1/(3−D)).

The envelope result is the case f* = k = 1. The choice f* = 1 equates the solid fraction inside the clusters with that of the slurry. Equal hard balls packed at random stop at about f* = 0.64.

Two limits show what the formula contains. As D approaches 3 the exponent diverges, and for φ < f*k the radius R_c diverges with it: compact clusters keep their density while they grow and never fill a dilute slurry. For straight chains, D = 1, the radius is R_c = a φ^(−1/2) when f* = k = 1, or ten particle radii at one percent. For the same number of particles, more open clusters fill more space.

For the radius, choose the ball that has the same radius of gyration R_g as the cluster and a mass profile of the fractal form, dM ∝ r^(D−1) dr for r < R. Then

R_g² = ∫₀^R r^(D+1) dr / ∫₀^R r^(D−1) dr
= [R^(D+2)/(D+2)] / [R^D/D]
= R² D/(D+2).

Hence R = R_g √((D+2)/D), which is 1.45 R_g for D = 1.8. Some branches reach beyond this ball, and much of its inside is liquid.

**The prefactor from explicit clusters**

The scaling argument does not supply k, but clusters grown in a computer do. A pool of 100 single spheres was taken through ten doublings, up to 1024 particles per cluster. For each new cluster, two members of the pool were drawn at random and given random orientations, and one was moved by Brownian translation until the gap between the nearest surfaces was below 0.02a. Approaches that wandered far away were started afresh. The clusters did not turn during an approach.

A straight-line fit of the logarithms of N and mean R, for N from 16 to 1024, gives D = 1.78. The value 1.8 is thus what this growth process produces. With D held at 1.8, the geometric mean of N/(R/a)^D over the same sizes is k = 0.55, uncertain by at least ten percent because the number of grown clusters is limited and only clusters of equal size were joined. The formula with f* = 1 becomes

R_c = 50 nm × (0.548/0.01)^0.833 = 1.4 μm.

The prefactor also changes the particle number. Inserting R_c for f* = 1 into the power law gives

N_c = k (k/φ)^(D/(3−D)) = k^(3/(3−D)) φ^(−D/(3−D)),

because 1 + D/(3−D) = 3/(3−D). The factor k^2.5 is 0.22, so about 220 particles per cluster suffice instead of 1000.

The radius can also be read from the grown clusters without the fitted power law. Their inner solid fraction N(a/R)³, interpolated between the sizes grown, passes through one percent at R = 1.39 μm. With f* = 0.64 instead of 1, the formula gives 0.97 μm.

**Do the clusters really run out of room?**

A ball drawn around a branched cluster is not a wall, and two such balls can overlap while the solid parts miss each other. A more direct measure of crowding is the mean number Z of other clusters that a cluster would cut into if all were placed at random, at one percent solids. It was found by random placement of pairs of grown clusters. The result is Z = 0.22 for clusters of 8 particles and Z = 4.9 for clusters of 1024, each with a sampling error of about 15 percent. The solid content is the same in both cases, so growth alone has caused the crowding.

Hard balls provide a comparison. The centre of one ball is kept out of a sphere of radius 2R around another, which has eight times the volume of a ball, so random placement would give Z = 8f. For N = 1024 and k = 0.548,

R/a = (1024/0.548)^(1/1.8) ≈ 66,
f = 0.01 × 66³/1024 ≈ 2.8.

Hard balls would then give Z ≈ 22, against 4.9 for the clusters. A covered fraction above one means that the balls overlap. The grown clusters are open enough to interpenetrate considerably, and the limit f* = 0.64 for hard balls is therefore too strict for them.

At fixed φ, f varies as N^(3/D−1) = N^0.67. If Z follows the same law, it should rise by 128^0.67 ≈ 25 between the two sizes; the placed clusters give 4.9/0.22 ≈ 22. Using this law to interpolate downwards from N = 1024, Z reaches one near

N ≈ 1024 × (1/4.9)^1.5 ≈ 90,

or R ≈ 0.9 μm with k = 0.548. At N = 220 it gives Z ≈ 1.8. At R = 2 μm, where N ≈ 420, it gives Z ≈ 2.7. Crowding thus begins near 1 μm and grows steadily beyond it. This does not prove that a connected network spans the vessel at any one of these sizes, but it locates the range in which separate clusters cease to be a good description.

**How long it takes**

The growth time follows from the rate at which diffusing clusters meet. Let B = k_B T/(6πηR) be the diffusion coefficient of a cluster, with η the viscosity and R used as the hydrodynamic radius. Seen from cluster 1, clusters of type 2 diffuse with the coefficient B₁+B₂ and are captured at the distance s = R₁+R₂. The steady concentration that vanishes at s and equals n far away is n(1−s/r). Its slope is ns/r², so the inward flow through a sphere of radius r is

4πr² (B₁+B₂) ns/r² = 4π(B₁+B₂)(R₁+R₂) n.

The collision coefficient is the factor in front of n:

K = 4π(B₁+B₂)(R₁+R₂)
= (2k_B T/3η)(R₁+R₂)(1/R₁+1/R₂).

For equal sizes the last two brackets multiply to 4, the radius drops out, and K = 8k_B T/(3η). Larger clusters move more slowly but are larger targets. Each collision removes one cluster, and each pair must be counted once:

dn/dt = −K n²/2.

Dividing by −n² and integrating from n₀ gives 1/n = 1/n₀ + Kt/2. The mean size is n₀/n, so

N = 1 + t/τ, τ = 2/(K n₀) = 3η/(4k_B T n₀).

For water at 298 K, with η about 0.89 mPa s, one percent by volume means n₀ = 1.91×10¹⁹ m⁻³ and τ = 8.5 ms. Growth to 1000 particles takes

t_c = (N_c−1)τ = 999 × 8.49 ms = 8.5 s.

With the smaller N_c of about 220 it takes about 2 s. The rate assumes well-separated clusters, which is no longer true near filling. Crowding speeds up the collisions, so filling can come several times sooner, and these times are only orders of magnitude. The use of R is a further simplification. An open, branched cluster has a hydrodynamic radius of only about 0.6 R, and it is also a smaller target than a ball of radius R. The two errors partly cancel in K. At a given R the diffusion coefficient is too low by a factor of about 1.7. The settling speeds given below are a different case: they use k = 1, which puts too many particles into a given R, so at that R the excess weight and the excess drag nearly cancel (0.55/0.6 ≈ 0.9). For a cluster of about 220 particles, the size at filling with k = 0.548, the speed is about 0.5 μm/s rather than the 0.79 μm/s found below for k = 1.

The assumption of equal sizes can be relaxed. For unequal radii the product (R₁+R₂)(1/R₁+1/R₂) equals 2 + R₁/R₂ + R₂/R₁, which exceeds 4, so unequal clusters meet more often. Numerical integration of the Smoluchowski equations, which follow the number of clusters of every size, gives a mean of 24 particles at t = 20τ where the simple law gives 21.

The spread of sizes also matters for filling. Since volume varies as N^(3/D), large clusters cover more than their share. At t = 20τ the covered volume is P = 1.44 times that of equal clusters with the same mean N. If this factor persists until filling, f is multiplied by P, and the radius belonging to the mean size at filling is multiplied by

P^(−1/(3−D)) = 1.44^(−0.833) = 0.74.

The persistence is an assumption, since the integration stopped well before filling.

**Percent by weight, and the pull of gravity**

Tin dioxide, SnO₂, shows why the kind of percentage matters. Its density is roughly 7 g/cm³, against 1 g/cm³ for water. A weight fraction w corresponds to the volume fraction

φ = (w/ρ_s) / [w/ρ_s + (1−w)/ρ_w],

where ρ_s and ρ_w are the densities of solid and water. For w = 0.01 this is 0.00143/(0.00143+0.99) = 0.00144, about one seventh of one percent. With f* = k = 1 the filling radius becomes

R_c = 50 nm × (1/0.00144)^0.833 ≈ 12 μm,

with about 18,000 particles per cluster. The radius is five times that for one percent by volume, although both slurries could be labelled "1 percent".

Such clusters are heavy. Let m be the buoyant mass of one particle, its volume times ρ_s−ρ_w, and g the acceleration of gravity. A cluster settles at the Stokes speed

v = N m g/(6πηR).

It falls through its own radius in the time R/v and diffuses over that distance in a time of order R²/B. The ratio of the second time to the first is

vR/B = N m g R/(k_B T).

Where this ratio is well above one, gravity rather than diffusion governs the motion on the scale of a cluster. With f* = k = 1 it is 17 at filling for one percent by volume and about 1600 for one percent by weight.

Setting the ratio to one and inserting N = k(R/a)^D gives

k (R/a)^(D+1) = k_B T/(m g a),
R_grav = a [k_B T/(k m g a)]^(1/(D+1)).

For k = 1 this is 0.84 μm. For k = 0.548 it is larger by 0.548^(−1/2.8) = 1.24, or 1.0 μm. This radius does not depend on φ, whereas R_c grows as φ falls. Dilute slurries of dense particles therefore meet gravity before they fill space.

The distance fallen during growth is a second measure. Neglecting the initial size of one particle, N = N_c t/t_c. Since v varies as N/R and R as N^(1/D), the speed is v = v_c (t/t_c)^(1−1/D), with v_c its value at filling. Integration from 0 to t_c gives

distance = v_c t_c/(2−1/D).

At one percent by volume this is 0.79 μm/s × 8.5 s/1.44 ≈ 5 μm, small beside a vessel of centimetre size. The slurry could fill before it visibly settles. The ratio of 17 belongs to k = 1; with k = 0.548 the clusters at filling are smaller and the ratio is only about 2, so gravity and diffusion are then comparable in the last stage of growth. At one percent by weight the same formula gives 2.9 μm/s × 1080 s/1.44 ≈ 2 mm. That figure rests on growth by diffusion alone, but clusters of unequal size settle at different speeds, and at this size they collide mainly for that reason. The radius of 12 μm should then be read as the size that would be needed, not as a prediction that a uniform gel forms.

**Comparison of the estimates**

For one percent by volume, a = 50 nm and D = 1.8, the results are:

- f* = 1, k = 1: 2.3 μm
- f* = 1, k = 0.55: 1.4 μm
- f* = 0.64, k = 0.55: 0.97 μm

The corrections computed here lower the envelope value, by a factor of up to 2.4 in this list. The spread of sizes would further lower the radius belonging to the mean size, though much of the solid then sits in clusters larger than the mean, while interpenetration weakens the case for f* = 0.64. A fair statement is 1 to 2 μm for this model.

At a fixed prefactor, the fractal dimension is the most delicate input. With f* = k = 1, ln R_c = ln a − ln φ/(3−D), and differentiation at fixed φ gives

d ln R_c/dD = −ln φ/(3−D)² = 4.61/1.44 = 3.2.

A change of 0.1 in D at fixed k thus moves the radius by roughly a third. If k is refitted to the same clusters, its change largely cancels this shift, so the sensitivity matters mainly for clusters whose structure really differs. With k = 1 the full formula gives 1.7 μm for D = 1.7 and 3.3 μm for D = 1.9. For D = 2.1, a denser cluster such as slow, inefficient sticking tends to produce, it gives 8.3 μm.

**A real oxide slurry**

Particles of some tens of nanometres and solids of around one percent are plausible for an oxide slurry in wet processing, and the density and viscosity used here are rough typical values. The assumption most readily broken in equipment is that of a liquid at rest. A shear rate γ moves opposite sides of a cluster past each other in a time 1/γ, to be compared with the diffusion time R²/B. The two match at

γ = B/R² = k_B T/(6πηR³),

which is 0.02 s⁻¹ for R = 2.3 μm. Even gentle stirring at 1 s⁻¹ exceeds this fifty times. At that rate, the two times match at 2.3 μm × 0.02^(1/3) ≈ 0.6 μm. The collision coefficients for equal clusters, (4/3)γ(2R)³ for shear and 8k_B T/(3η) for diffusion, are equal at a somewhat larger radius, about 1 μm. Flow then brings clusters together faster and may bend or break them. If it compacted them to D = 2.1 with k = 1, the filling radius would rise from 2.3 to 8.3 μm; if it broke them below the filling size, the slurry would not gel while the flow lasted. The estimate of 1 to 2 μm belongs to a slurry that is destabilised evenly without appreciable flow and then left still. Mixing itself speeds up the collisions, so even a mixing time shorter than the growth time at rest does not guarantee this condition.
